**London orbitals, complex integrals and CCSD in a finite magnetic field**

London orbitals ω_a = exp(−i k_a·r) χ_a, with k_a = ½B×(R_a−O), R_a the orbital centre and O the gauge origin, give complex repulsion integrals with (ab|cd) = (cd|ab) = (ba|dc)* = (dc|ba)*. The program compares closed formulas for s Gaussians with Fourier differentiation on a grid, for two gauge origins, and with momentum-space quadrature. It asserts that the phase of a closed product of three overlaps equals the enclosed flux, and that the number of distinct integrals for four orbitals agrees with the counting formulas: 55 without the field and 76 with it. A complex spin-orbital CCSD solver is tested by inserting its amplitudes into exp(−T)H exp(T), built from explicit Fock-space matrices. Changing the phase of one orbital leaves the correct energy unchanged, while a version that lacks the conjugation in the source terms fails this requirement. The output shows a CCSD correlation energy of −1.1142 eV with an imaginary part of about −8×10⁻⁵ eV. For a geometry with a mirror plane containing the field, the program asserts that a basis with real integrals exists and that the CCSD energy is real within numerical tolerance.

## Verification by program

```python
# Result under test: in a finite magnetic field B, London orbitals
#   w_a(r) = exp(-i k_a.r) chi_a(r),  k_a = B x (R_a - O)/2,
# give complex integrals (ab|cd) that obey only
#   (ab|cd) = (cd|ab) = (ba|dc)* = (dc|ba)*,
# and a CCSD code works with them if bra and ket indices are kept apart.
# R_a: centre, O: gauge origin, chi_a: normalized real s Gaussian.
# Internal units are atomic units; printed numbers use eV and angstrom.
import numpy as np
from functools import reduce
from scipy import sparse
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import erf

EV = physical_constants['Hartree energy in eV'][0]
ANG = physical_constants['Bohr radius'][0] * 1e10
E = np.einsum


def boys0(z):
    """Integral of exp(-z t^2) over t from 0 to 1, complex z."""
    z = np.asarray(z, dtype=complex)
    small = abs(z) < 1e-3
    root = np.sqrt(np.where(small, 1.0, z))
    series = 1 - z/3 + z**2/10 - z**3/42 + z**4/216
    return np.where(small, series, 0.5*np.sqrt(np.pi)*erf(root)/root)


def integrals(centres, alpha, field):
    """Closed formulas: overlap, kinetic, attraction, repulsion."""
    n = len(alpha)
    k_one = 0.5*np.cross(field, centres)
    k = k_one[:, None] - k_one[None]
    p = alpha[:, None] + alpha[None]
    weighted = alpha[:, None]*centres
    mid = (weighted[:, None] + weighted[None]) / p[..., None]
    dist2 = ((centres[:, None] - centres[None])**2).sum(-1)
    norm = (2*alpha/np.pi)**0.75
    s = (np.outer(norm, norm)*(np.pi/p)**1.5
         * np.exp(-np.outer(alpha, alpha)/p*dist2)
         * np.exp(1j*(k*mid).sum(-1) - (k**2).sum(-1)/(4*p)))
    shifted = mid + 1j*k/(2*p[..., None])
    bx, by, bz = field
    cross = np.array([[0, -bz, by], [bz, 0, -bx], [-by, bx, 0]])
    kin = np.zeros((n, n), complex)
    for a in range(n):
        for b in range(n):
            left = -2j*alpha[a]*np.eye(3) + 0.5*cross
            right = 2j*alpha[b]*np.eye(3) + 0.5*cross
            va = left @ (shifted[a, b] - centres[a])
            vb = right @ (shifted[a, b] - centres[b])
            spread = np.trace(left.T @ right)/(2*p[a, b])
            kin[a, b] = 0.5*s[a, b]*((va*vb).sum() + spread)
    nuc = np.zeros((n, n), complex)
    for c in centres:
        d2 = ((shifted - c)**2).sum(-1)
        nuc -= s*2*np.sqrt(p/np.pi)*boys0(p*d2)
    p1, p2 = p[:, :, None, None], p[None, None]
    rho = p1*p2/(p1 + p2)
    d2 = ((shifted[:, :, None, None] - shifted[None, None])**2).sum(-1)
    eri = (s[:, :, None, None]*s[None, None]
           * 2*np.sqrt(rho/np.pi)*boys0(rho*d2))
    return s, kin, nuc, eri


def grid_matrices(centres, alpha, field, origin, london=True):
    """Overlap and (p+A)^2/2 from the definition, on a grid with FFT."""
    n, h = 48, 0.4
    axes = [m + (np.arange(n) - n/2)*h for m in centres.mean(0)]
    r = np.array(np.meshgrid(*axes, indexing='ij'))
    wave = 2*np.pi*np.fft.fftfreq(n, h)
    q = np.array(np.meshgrid(wave, wave, wave, indexing='ij'))
    shifted = np.moveaxis(r - origin[:, None, None, None], 0, -1)
    vecpot = np.moveaxis(0.5*np.cross(field, shifted), -1, 0)
    orbs, pis = [], []
    for c, al in zip(centres, alpha):
        k = 0.5*np.cross(field, c - origin)*(1.0 if london else 0.0)
        r2 = ((r - c[:, None, None, None])**2).sum(0)
        orb = (2*al/np.pi)**0.75*np.exp(-1j*np.tensordot(k, r, 1) - al*r2)
        mom = np.fft.ifftn(q*np.fft.fftn(orb), axes=(1, 2, 3))
        orbs.append(orb.ravel())
        pis.append((mom + vecpot*orb).ravel())
    orbs, pis = np.array(orbs), np.array(pis)
    return orbs.conj() @ orbs.T*h**3, 0.5*pis.conj() @ pis.T*h**3


def momentum_coulomb(centres, alpha, field, origin):
    """Attraction and repulsion from numerical Fourier transforms."""
    n = len(alpha)
    x, wx = np.polynomial.legendre.leggauss(40)
    c, wc = np.polynomial.legendre.leggauss(28)
    phi = 2*np.pi*np.arange(40)/40
    rad, cos, ang = np.meshgrid(5*(x + 1), c, phi, indexing='ij')
    sin = np.sqrt(1 - cos**2)
    q = np.array([rad*sin*np.cos(ang), rad*sin*np.sin(ang), rad*cos])
    q = q.reshape(3, -1)
    w = (5*wx[:, None, None]*wc[None, :, None]
         * np.full(40, 2*np.pi/40)).ravel()/(2*np.pi**2)
    plus = np.ones((q.shape[1], n*n), complex)
    minus = plus.copy()
    h = 0.25
    k = 0.5*np.cross(field, centres - origin)
    for ax in range(3):
        grid = centres[:, ax].mean() + (np.arange(80) - 40)*h
        f = np.array([(2*al/np.pi)**0.25
                      * np.exp(-1j*k[a, ax]*grid
                               - al*(grid - centres[a, ax])**2)
                      for a, al in enumerate(alpha)])
        pair = (f.conj()[:, None]*f[None]).reshape(n*n, -1).T*h
        wave = np.exp(1j*np.outer(q[ax], grid))
        plus *= wave @ pair
        minus *= wave.conj() @ pair
    eri = ((plus*w[:, None]).T @ minus).reshape(n, n, n, n)
    nuc = -sum((w*np.exp(-1j*(c0 @ q))) @ plus for c0 in centres)
    return nuc.reshape(n, n), eri


def hartree_fock(s, h, eri, n_pairs):
    dens = np.zeros_like(h)
    for _ in range(2000):
        fock = (h + E('abcd,dc->ab', eri, dens)
                - 0.5*E('adcb,dc->ab', eri, dens))
        _, c = eigh(fock, s)
        new = 2*c[:, :n_pairs] @ c[:, :n_pairs].conj().T
        change = abs(new - dens).max()
        dens = 0.7*new + 0.3*dens
        if change < 1e-11:
            break
    assert change < 1e-11
    return c*np.exp(-1j*np.angle(c[0]))   # first coefficient made real


def spin_orbital_integrals(c, h, eri, n_occ):
    """One-electron, Fock and antisymmetrized <pq||rs> matrices."""
    sp = np.repeat(np.arange(c.shape[1]), 2)
    spin = np.arange(len(sp)) % 2
    same = (spin[:, None] == spin[None]).astype(float)
    h1 = (c.conj().T @ h @ c)[np.ix_(sp, sp)]*same
    mo = E('abcd,ap,bq,cr,ds->pqrs', eri, c.conj(), c, c.conj(), c,
           optimize=True)
    g = mo[np.ix_(sp, sp, sp, sp)]*same[:, :, None, None]*same[None, None]
    g = g.transpose(0, 2, 1, 3)
    v = g - g.transpose(0, 1, 3, 2)
    fock = h1 + E('piqi->pq', v[:, :n_occ, :, :n_occ])
    e_ref = np.trace(h1[:n_occ, :n_occ]) + 0.5*E(
        'ijij->', v[:n_occ, :n_occ, :n_occ, :n_occ])
    return h1, fock, v, e_ref


def ccsd(f, v, n_occ, real_code=False):
    """Spin-orbital CCSD. real_code=True omits the conjugation that
    distinguishes <ab||ij> from <ij||ab> (and f_ai from f_ia)."""
    o, w = slice(0, n_occ), slice(n_occ, None)
    eps = np.diag(f).real
    d1 = eps[o][:, None] - eps[w][None]
    d2 = d1[:, None, :, None] + d1[None, :, None, :]
    oovv, fov = v[o, o, w, w], f[o, w]
    source = oovv if real_code else v[w, w, o, o].transpose(2, 3, 0, 1)
    f1 = fov if real_code else f[w, o].T
    off = f - np.diag(np.diag(f))
    t1, t2 = f1/d1, source/d2

    def swap_ij(x):
        return x - x.transpose(1, 0, 2, 3)

    def swap_ab(x):
        return x - x.transpose(0, 1, 3, 2)

    for _ in range(1000):
        tt = swap_ab(E('ia,jb->ijab', t1, t1))
        tau, til = t2 + tt, t2 + 0.5*tt
        fme = fov + E('nf,mnef->me', t1, oovv)
        fae = (off[w, w] - 0.5*E('me,ma->ae', fov, t1)
               + E('mf,mafe->ae', t1, v[o, w, w, w])
               - 0.5*E('mnaf,mnef->ae', til, oovv))
        fmi = (off[o, o] + 0.5*E('ie,me->mi', t1, fov)
               + E('ne,mnie->mi', t1, v[o, o, o, w])
               + 0.5*E('inef,mnef->mi', til, oovv))
        wmnij = (v[o, o, o, o]
                 + swap_ab(E('je,mnie->mnij', t1, v[o, o, o, w]))
                 + 0.25*E('ijef,mnef->mnij', tau, oovv))
        wabef = (v[w, w, w, w]
                 - swap_ij(E('mb,amef->abef', t1, v[w, o, w, w]))
                 + 0.25*E('mnab,mnef->abef', tau, oovv))
        wmbej = (v[o, w, w, o] + E('jf,mbef->mbej', t1, v[o, w, w, w])
                 - E('nb,mnej->mbej', t1, v[o, o, w, o])
                 - E('jnfb,mnef->mbej',
                     0.5*t2 + E('jf,nb->jnfb', t1, t1), oovv))
        r1 = (f1 + E('ie,ae->ia', t1, fae) - E('ma,mi->ia', t1, fmi)
              + E('imae,me->ia', t2, fme)
              - E('nf,naif->ia', t1, v[o, w, o, w])
              - 0.5*E('imef,maef->ia', t2, v[o, w, w, w])
              - 0.5*E('mnae,nmei->ia', t2, v[o, o, w, o]))
        fbe = fae - 0.5*E('mb,me->be', t1, fme)
        fmj = fmi + 0.5*E('je,me->mj', t1, fme)
        ring = (E('imae,mbej->ijab', t2, wmbej)
                - E('ie,ma,mbej->ijab', t1, t1, v[o, w, w, o]))
        r2 = (source + swap_ab(E('ijae,be->ijab', t2, fbe))
              - swap_ij(E('imab,mj->ijab', t2, fmj))
              + 0.5*E('mnab,mnij->ijab', tau, wmnij)
              + 0.5*E('ijef,abef->ijab', tau, wabef)
              + swap_ij(swap_ab(ring))
              + swap_ij(E('ie,abej->ijab', t1, v[w, w, w, o]))
              - swap_ab(E('ma,mbij->ijab', t1, v[o, w, o, o])))
        n1, n2 = r1/d1, r2/d2
        change = max(abs(n1 - t1).max(), abs(n2 - t2).max())
        t1, t2 = n1, n2
        if change < 1e-12:
            break
    assert change < 1e-12
    energy = (E('ia,ia->', fov, t1) + 0.25*E('ijab,ijab->', oovv, t2)
              + 0.5*E('ijab,ia,jb->', oovv, t1, t1))
    return energy, t1, t2


def fock_space_check(h1, v, t1, t2, n_occ):
    """Explicit exp(-T) H exp(T)|ref>, and full diagonalization."""
    n = len(h1)
    low = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    sign, one = sparse.diags([1.0, -1.0]), sparse.identity(2)
    ann = [reduce(lambda x, y: sparse.kron(x, y, format='csr'),
                  [sign]*p + [low] + [one]*(n - p - 1)) for p in range(n)]
    cre = [a.T.tocsr() for a in ann]
    ham = sparse.csr_matrix((2**n, 2**n), dtype=complex)
    clus = ham.copy()
    for p in range(n):
        for q in range(n):
            ham = ham + h1[p, q]*(cre[p] @ ann[q])
    pairs = [(p, q) for p in range(n) for q in range(p + 1, n)]
    up = {(p, q): cre[p] @ cre[q] for p, q in pairs}
    down = {(p, q): ann[q] @ ann[p] for p, q in pairs}
    for p, q in pairs:
        for r, s in pairs:
            if abs(v[p, q, r, s]) > 1e-15:
                ham = ham + v[p, q, r, s]*(up[p, q] @ down[r, s])
    for i in range(n_occ):
        for a in range(n_occ, n):
            clus = clus + t1[i, a - n_occ]*(cre[a] @ ann[i])
    for i, j in pairs:
        for a, b in pairs:
            if j < n_occ <= a:
                amp = t2[i, j, a - n_occ, b - n_occ]
                clus = clus + amp*(up[a, b] @ down[i, j])

    def exponential(factor, vec):
        out, term = vec.copy(), vec
        for order in range(1, n_occ + 1):
            term = factor*(clus @ term)/order
            out = out + term
        return out

    n_virt = n - n_occ
    ref = (2**n_occ - 1) << n_virt
    start = np.zeros(2**n, complex)
    start[ref] = 1.0
    result = exponential(-1.0, ham @ exponential(1.0, start))
    labels = np.arange(2**n)
    electrons = np.array([bin(x).count('1') for x in labels])
    rank = np.array([bin(x & (2**n_virt - 1)).count('1') for x in labels])
    chosen = (electrons == n_occ) & ((rank == 1) | (rank == 2))
    sector = np.flatnonzero(electrons == n_occ)
    values, vectors = np.linalg.eigh(ham[sector][:, sector].toarray())
    weight = abs(vectors[np.flatnonzero(sector == ref)[0]])**2
    best = weight.argmax()
    return result[ref], abs(result[chosen]).max(), values[best], weight[best]


def count_distinct(eri):
    """Number of different values, a value and its conjugate being one."""
    return len({(round(z.real, 8), round(abs(z.imag), 8))
                for z in eri.ravel()})


def show(z, digits=4):
    return f"{z.real:.{digits}f}{z.imag:+.{digits}f}i"


# Model: four unit charges, one s Gaussian on each, four electrons.
cyclotron_ev = 5.0
centres_ang = np.array([[0, 0, 0], [0.8, 0, 0], [0.3, 1.3, 0],
                        [1.1, 1.5, 0.4]])
alpha_ang = np.array([1.4, 1.5, 1.6, 1.7])
origin_ang = np.array([2.0, -1.0, 0.5])
centres, alpha = centres_ang/ANG, alpha_ang*ANG**2
origin = origin_ang/ANG
field = np.array([0.0, 0.0, cyclotron_ev/EV])
n_occ, n_bas = 4, len(alpha)
s, kin, nuc, eri = integrals(centres, alpha, field)

# Closed integrals against the definition, for two gauge origins.
err_grid = 0.0
for o in (np.zeros(3), origin):
    s_grid, kin_grid = grid_matrices(centres, alpha, field, o)
    err_grid = max(err_grid, abs(s_grid - s).max(),
                   abs(kin_grid - kin).max())
assert err_grid < 1e-7
nuc_num, eri_num = momentum_coulomb(centres, alpha, field, origin)
err_coul = max(abs(nuc_num - nuc).max(), abs(eri_num - eri).max())
assert err_coul < 1e-6

# A plain orbital gains a spurious energy when the origin is moved.
_, plain0 = grid_matrices(centres, alpha, field, centres[0], False)
_, plain1 = grid_matrices(centres, alpha, field, origin, False)
spurious = (plain1[0, 0] - plain0[0, 0]).real
k_plain = 0.5*np.cross(field, centres[0] - origin)
assert abs(spurious - 0.5*k_plain @ k_plain) < 1e-7

# The loop phase of the numerical overlaps is the enclosed flux.
loop = np.angle(s_grid[0, 1]*s_grid[1, 2]*s_grid[2, 0])
area = 0.5*np.cross(centres[1] - centres[0], centres[2] - centres[0])
assert abs(loop - field @ area) < 1e-7 and abs(loop) > 0.01

# Permutations, tested on the numerically integrated repulsion.
assert abs(eri_num - eri_num.transpose(2, 3, 0, 1)).max() < 1e-6
assert abs(eri_num - eri_num.transpose(1, 0, 3, 2).conj()).max() < 1e-6
modulus_change = abs(eri_num[0, 1, 2, 3]) - abs(eri_num[1, 0, 2, 3])
assert abs(modulus_change) > 1e-5
s0, kin0, nuc0, eri0 = integrals(centres, alpha, np.zeros(3))
m = n_bas*(n_bas + 1)//2
count0, count_b = count_distinct(eri0), count_distinct(eri)
assert count0 == m*(m + 1)//2
assert count_b == (n_bas**4 + 3*n_bas**2)//4

# Hartree-Fock and CCSD in the field.
repulsion = sum(1/np.linalg.norm(centres[a] - centres[b])
                for a in range(n_bas) for b in range(a))
c = hartree_fock(s, kin + nuc, eri, n_occ//2)
h1, fock, v, e_ref = spin_orbital_integrals(c, kin + nuc, eri, n_occ)
assert abs(v - v.transpose(2, 3, 0, 1).conj()).max() < 1e-10
mo_asym = abs(v - v.transpose(2, 3, 0, 1)).max()
assert mo_asym > 1e-4
e_cc, t1, t2 = ccsd(fock, v, n_occ)
e_bar, residual, e_full, weight = fock_space_check(h1, v, t1, t2, n_occ)
assert residual < 1e-9
assert abs(e_bar - e_ref - e_cc) < 1e-9
assert abs(t2 + t2.transpose(1, 0, 2, 3)).max() < 1e-10
assert abs(t2 + t2.transpose(0, 1, 3, 2)).max() < 1e-10

# Turning the phase of the lowest empty orbital must change nothing.
turn = np.exp(1j*np.array([0, 0, np.pi/4, 0]))
_, fock_t, v_t, _ = spin_orbital_integrals(c*turn, kin + nuc, eri, n_occ)
e_turn = ccsd(fock_t, v_t, n_occ)[0]
assert abs(e_turn - e_cc) < 1e-9
bad = ccsd(fock, v, n_occ, real_code=True)[0]
bad_turn = ccsd(fock_t, v_t, n_occ, real_code=True)[0]
assert abs(bad_turn - bad) > 1e-4

# Zero field: the same code without complex integrals.
c0 = hartree_fock(s0, kin0 + nuc0, eri0, n_occ//2)
_, f0, v0, e_ref0 = spin_orbital_integrals(c0, kin0 + nuc0, eri0, n_occ)
e_cc0 = ccsd(f0, v0, n_occ)[0]
assert abs(e_cc0.imag) < 1e-12

# Mirror plane x = 0 containing the field: a real basis exists.
mirror = np.array([[-0.4, 0, 0], [0.4, 0, 0], [-0.5, 1.4, 0.3],
                   [0.5, 1.4, 0.3]])/ANG
ms, mk, mn, me = integrals(mirror, np.array([1.5, 1.5, 1.6, 1.6])*ANG**2,
                           field)
block = np.array([[1, 1j], [1, -1j]])/np.sqrt(2)
u = np.kron(np.eye(2), block)
real_s, real_h = u.conj().T @ ms @ u, u.conj().T @ (mk + mn) @ u
real_e = E('abcd,ap,bq,cr,ds->pqrs', me, u.conj(), u, u.conj(), u,
           optimize=True)
left_over = max(abs(x.imag).max() for x in (real_s, real_h, real_e))
assert left_over < 1e-11 and abs(me.imag).max() > 1e-4
mc = hartree_fock(ms, mk + mn, me, n_occ//2)
_, mf, mv, _ = spin_orbital_integrals(mc, mk + mn, me, n_occ)
e_mirror = ccsd(mf, mv, n_occ)[0]
assert abs(e_mirror.imag) < 1e-9

print(f"cyclotron energy (sets the field, along z): {cyclotron_ev:.1f} eV")
print(f"magnetic length: {ANG/np.sqrt(field[2]):.4f} angstrom")
for name, pos, al in zip("ABCD", centres_ang, alpha_ang):
    print(f"centre {name}: {pos} angstrom, exponent {al:.1f} angstrom^-2")
print(f"second gauge origin: {origin_ang} angstrom")
print(f"spurious energy of plain orbital A: {spurious*EV:.4f} eV")
k_ab = 0.5*np.cross(field, centres[0] - centres[1])/ANG
print(f"pair wave vector k_AB: {np.round(k_ab, 5)} angstrom^-1")
print(f"area of triangle ABC: {area[2]*ANG**2:.4f} angstrom^2")
print(f"loop phase from grid overlaps: {loop:.6f} rad")
print(f"flux phase B.area: {field @ area:.6f} rad")
for a, b in ((0, 1), (1, 2), (2, 0)):
    print(f"overlap {'ABCD'[a]}{'ABCD'[b]}: {show(s[a, b], 5)}")
for idx in ((0, 1, 2, 3), (2, 3, 0, 1), (1, 0, 3, 2), (1, 0, 2, 3)):
    t = ''.join('ABCD'[x] for x in idx)
    z = eri[idx]*EV
    print(f"({t[:2]}|{t[2:]}): {show(z, 5)} eV, modulus {abs(z):.5f} eV")
print(f"(AB|CD) at zero field: {eri0[0, 1, 2, 3].real*EV:.5f} eV")
print(f"independent integrals, N=4: zero field {count0}, field {count_b}")
big = 100
bm = big*(big + 1)//2
ratio = 2*((big**4 + 3*big**2)//4)/(bm*(bm + 1)//2)
print(f"storage ratio field/zero field, N={big}: {ratio:.3f}")
print(f"largest integral error, grid: {err_grid*EV:.1e} eV"
      " (overlap error scaled alike)")
print(f"largest integral error, momentum space: {err_coul*EV:.1e} eV")
print(f"largest |<pq||rs> - <rs||pq>|: {mo_asym*EV:.4f} eV")
e_hf = e_ref.real + repulsion
print(f"Hartree-Fock total energy in field: {e_hf*EV:.5f} eV")
print(f"CCSD correlation energy, real part: {e_cc.real*EV:.6f} eV")
print(f"CCSD correlation energy, imaginary part: {e_cc.imag*EV:.3e} eV")
total = e_hf + e_cc.real
print(f"CCSD total energy, real part: {total*EV:.5f} eV"
      f" = {total:.7f} hartree")
print(f"full diagonalization, same basis: {(e_full+repulsion)*EV:.5f} eV")
print(f"reference weight in that state: {weight:.4f}")
print(f"CCSD minus full diagonalization: {(total-e_full-repulsion)*EV:.6f} eV")
print(f"largest Fock-space CCSD residual: {residual*EV:.1e} eV")
print(f"zero-field CCSD total energy: "
      f"{(e_ref0+e_cc0+repulsion).real*EV:.5f} eV")
print(f"zero-field CCSD correlation energy: {e_cc0.real*EV:.6f} eV")
print(f"correct code, orbital phase turned 45 deg: {e_turn.real*EV:.6f} eV")
print(f"missing conjugation, original phases: {show(bad*EV, 5)} eV")
print(f"missing conjugation, phase turned 45 deg: {show(bad_turn*EV, 5)} eV")
print(f"mirror case, largest imaginary (ab|cd): {abs(me.imag).max()*EV:.4f} eV")
print(f"mirror case, left in real basis: {left_over:.1e} (atomic units)")
print(f"mirror case, imaginary CCSD energy: {e_mirror.imag*EV:.1e} eV")
print("no test failed")
```

Running it gives:

```
cyclotron energy (sets the field, along z): 5.0 eV
magnetic length: 1.2345 angstrom
centre A: [0. 0. 0.] angstrom, exponent 1.4 angstrom^-2
centre B: [0.8 0.  0. ] angstrom, exponent 1.5 angstrom^-2
centre C: [0.3 1.3 0. ] angstrom, exponent 1.6 angstrom^-2
centre D: [1.1 1.5 0.4] angstrom, exponent 1.7 angstrom^-2
second gauge origin: [ 2.  -1.   0.5] angstrom
spurious energy of plain orbital A: 2.0505 eV
pair wave vector k_AB: [ 0.      -0.26247  0.     ] angstrom^-1
area of triangle ABC: 0.5200 angstrom^2
loop phase from grid overlaps: 0.341209 rad
flux phase B.area: 0.341209 rad
overlap AB: 0.62483+0.00000i
overlap BC: 0.20619+0.07322i
overlap CA: 0.25966+0.00000i
(AB|CD): 2.89289-0.97860i eV, modulus 3.05392 eV
(CD|AB): 2.89289-0.97860i eV, modulus 3.05392 eV
(BA|DC): 2.89289+0.97860i eV, modulus 3.05392 eV
(BA|CD): 2.94124-0.81571i eV, modulus 3.05226 eV
(AB|CD) at zero field: 3.08916 eV
independent integrals, N=4: zero field 55, field 76
storage ratio field/zero field, N=100: 3.922
largest integral error, grid: 2.7e-14 eV (overlap error scaled alike)
largest integral error, momentum space: 2.1e-11 eV
largest |<pq||rs> - <rs||pq>|: 3.7262 eV
Hartree-Fock total energy in field: -50.54792 eV
CCSD correlation energy, real part: -1.114168 eV
CCSD correlation energy, imaginary part: -8.192e-05 eV
CCSD total energy, real part: -51.66209 eV = -1.8985467 hartree
full diagonalization, same basis: -51.66535 eV
reference weight in that state: 0.9633
CCSD minus full diagonalization: 0.003266 eV
largest Fock-space CCSD residual: 1.7e-11 eV
zero-field CCSD total energy: -51.80539 eV
zero-field CCSD correlation energy: -1.161129 eV
correct code, orbital phase turned 45 deg: -1.114168 eV
missing conjugation, original phases: -0.16016-0.61728i eV
missing conjugation, phase turned 45 deg: 0.50799-0.21852i eV
mirror case, largest imaginary (ab|cd): 3.5823 eV
mirror case, left in real basis: 1.1e-16 (atomic units)
mirror case, imaginary CCSD energy: -1.4e-16 eV
no test failed
```
